\section*{Stability of the Hydrogen Orbit Parallel to a Magnetic Field, part 2}

The electron of a hydrogen atom in a magnetic field along $z$ leaves the nucleus along the field, turns at the top of its orbit and falls back. We ask when small sideways disturbances stay bounded. The electron is classical, nonrelativistic and spinless, the nucleus infinitely heavy, and $L_z=0$. Atomic units are used, with $\gamma$ the field strength; the example is 6 T. The motion is described in the plane $(x,z)$ turning at the Larmor frequency $\gamma/2$.

Scaled lengths, momenta and times are multiplied by $\gamma^{-2/3}$, $\gamma^{1/3}$ and $\gamma^{-1}$ to give atomic units, and $E=\varepsilon\gamma^{2/3}$. Then
\[
H=\frac{p_x^2+p_z^2}{2}-\frac1r+\frac{x^2}{8}=\varepsilon ,\qquad \varepsilon<0 .
\]
The top is at $z=1/|\varepsilon|$. The regular coordinates and time are given by
\[
x=\mu\nu,\quad z=\frac{\mu^2-\nu^2}{2},\quad r=\frac{\mu^2+\nu^2}{2},\quad dt=2r\,d\tau ,
\]
with $p_\mu=d\mu/d\tau$ and $p_\nu=d\nu/d\tau$. Changing the signs of $\mu,\nu,p_\mu,p_\nu$ together leaves the physical state unchanged. A launch from the nucleus at angle $\theta$ to the axis has $p_\mu=2\cos(\theta/2)$ and $p_\nu=2\sin(\theta/2)$.

On the axial orbit $\mu=\frac2\omega\sin\omega\tau$, with $\omega^2=2|\varepsilon|$. We write $s=\omega\tau$, and a prime on $v$ means $d/ds$. The linearized $\nu$, called $v(s)$, obeys
\[
v''+(1+q\sin^4 s)\,v=0,\qquad q=\frac{4}{\omega^6}=\frac{1}{2|\varepsilon|^3} .
\]
The even and odd solutions $c(s)$ and $o(s)$ have $c(0)=1$, $c'(0)=0$, $o(0)=0$, $o'(0)=1$; without argument, $c,c',o,o'$ are values at the top, $h=\pi/2$.

The monodromy matrix $M$ carries $(v,v')$ through one return, with $\det M=1$ and $\operatorname{Tr}M=-2(co'+oc')$, so that
\[
\operatorname{Tr}M+2=-4\,oc',\qquad \operatorname{Tr}M-2=-4\,co' .
\]
Its eigenvalues are $\lambda$ and $1/\lambda$. For $|\operatorname{Tr}M|>2$ one disturbance is stretched by $|\lambda|>1$ at each return. For $|\operatorname{Tr}M|<2$ disturbances move on an ellipse in the $(v,v')$ plane, with rotation angle $\alpha$ given by $\operatorname{Tr}M=2\cos\alpha$. For small $q$,
\[
\alpha\approx\frac{\sqrt5\,\pi q}{16}=\frac{\sqrt5\,\pi}{32|\varepsilon|^3} .
\]
Trajectories computed directly in $x,z$ confirmed $\operatorname{Tr}M$ at $\varepsilon=-0.5$ and $-0.35$.

\section{Loss of stability and the sequence toward zero energy}

For scaled energy $\varepsilon<0$ and $q=1/(2|\varepsilon|^3)$, small sideways motion about the orbit along the field obeys $v''+(1+q\sin^4 s)v=0$. One return takes $s$ from 0 to $\pi$ and the scaled time $T=2\pi(2|\varepsilon|)^{-3/2}$; the top is at $h=\pi/2$. The even and odd solutions have the values $c,c',o,o'$ at $h$, with $co'-oc'=1$. The monodromy matrix $M$ satisfies $\operatorname{Tr}M+2=-4oc'$ and $\operatorname{Tr}M-2=-4co'$, and the orbit is stable for $|\operatorname{Tr}M|<2$. In the regular coordinates $\mu,\nu$ the nucleus is at $\mu=\nu=0$, the axial orbit has $\nu=0$, and $v$ is the linearized $\nu$.

To see how often the four values vanish, write a solution as $v=R\sin\chi$, $v'=R\cos\chi$. The Prüfer angle $\chi$ starts at 0 for the odd solution and at $\pi/2$ for the even one. Its dependence on $q$ follows from $u=\partial v/\partial q$, which obeys
\begin{equation}
u''+(1+q\sin^4 s)u=-\sin^4 s\;v,\qquad u(0)=u'(0)=0 .
\end{equation}
In the derivative of $v'u-vu'$ the terms $v'u'$ cancel, and so do the terms with the stiffness. What is left is
\begin{equation}
\frac{d}{ds}(v'u-vu')=v''u-vu''=\sin^4 s\;v^2 .
\end{equation}
Since $\tan\chi=v/v'$, integration up to the top gives
\begin{equation}
\frac{\partial\chi(h)}{\partial q}=\frac{v'u-vu'}{v^2+v'^2}\bigg|_h
=\frac{1}{R^2(h)}\int_0^h\sin^4 s\;v^2\,ds>0 .
\end{equation}
Both angles at the top, $\chi_o$ and $\chi_c$, grow strictly with $q$. They also grow without bound. Between $s=\pi/4$ and $h$ the stiffness is at least $1+q/4$, so by Sturm's comparison theorem the number of zeros of $v$ there grows at least in proportion to $\sqrt q$. At each zero $d\chi/ds=1$, so $\chi$ passes every multiple of $\pi$ upward and gains $\pi$ between successive zeros.

At $q=0$ the solutions are $\sin s$ and $\cos s$, with $\chi_o=\pi/2$ and $\chi_c=\pi$. As $q$ grows, each angle passes every further multiple of $\pi/2$ once, and each time one of the four values vanishes. Marginal stability is thus met infinitely often as $\varepsilon\to0$. Number the events by $k=2,3,\dots$, so that $\chi_o=k\pi/2$ in one family and $\chi_c=(k+1)\pi/2$ in the other.

The quadrants also decide the stability. The Wronskian is $R_oR_c\sin(\chi_c-\chi_o)=1$, so $\chi_c$ stays ahead of $\chi_o$ by less than $\pi$. Just above $q=0$, $\chi_o$ is in the second quadrant and $\chi_c$ in the third. Then $o>0$, $o'<0$, $c<0$, $c'<0$, hence $oc'<0$ and $co'>0$: the orbit is stable. It remains so until one of the angles enters a new quadrant. Integration gives the lowest positive root of $o=0$ as $q=8.3452$, where
\begin{equation}
c=-0.4897,\qquad c'=-0.9718,\qquad o'=-2.0421 .
\end{equation}
The product $co'=1.0000$ agrees with the Wronskian. Here $\chi_o=\pi$, so $\chi_c$ lies between $\pi$ and $2\pi$, and $c'<0$ shows that it has not yet reached $3\pi/2$. The odd solution is therefore the first to become marginal, at
\begin{equation}
\varepsilon_1=-(2q)^{-1/3}=-(16.690)^{-1/3}=-0.3913,\qquad \operatorname{Tr}M=-2 .
\end{equation}
For every lower $\varepsilon$ the orbit is linearly stable. Just above $\varepsilon_1$, $o$ has turned negative while $c'$ is still negative, so $oc'>0$, $\operatorname{Tr}M<-2$, and the orbit is unstable.

Stability returns when $\chi_c$ reaches $3\pi/2$, that is at $c'=0$, which happens at $\varepsilon=-0.3279$. The two angles are then again in neighbouring quadrants. The pattern repeats as long as they advance in turn: with both in the same quadrant the orbit is unstable, with $\operatorname{Tr}M<-2$ for even $k$ and $\operatorname{Tr}M>2$ for odd $k$; with $\chi_c$ one quadrant ahead it is stable. The order of events was tested for $k=2$ to 60. For large $k$ it follows from the asymptotic solution below. It is not proved here for every $k$.

At each marginal energy new orbits branch off. Launch the electron from the nucleus at angle $\theta$, follow the full nonlinear motion to the first instant with $p_\mu=0$, and let $N(\theta,\varepsilon)$ be $\nu/\sin(\theta/2)$ at that instant. By the symmetry $\nu\to-\nu$, $N$ is even in $\theta$. For $\theta\to0$ it tends to $(2/\omega)\,o$ with $\omega^2=2|\varepsilon|$, since $v'(0)=p_\nu/\omega$. Where $o$ vanishes, its derivative with respect to $\varepsilon$ does not, because $\chi_o$ grows strictly. Near such an energy, called $\varepsilon_*$ here, the implicit function theorem then gives a curve of solutions of $N=0$,
\begin{equation}
\varepsilon=\varepsilon_*+\beta\theta^2+O(\theta^4) .
\end{equation}
On this curve the electron has $\nu=0$ and $p_\mu=0$ together: it crosses the axis at a right angle. This state is unchanged by reversing time and reflecting $\nu$, so the second half of the path is the mirror image of the first and ends at the nucleus. For odd $k$ the same argument applies to $p_\nu/\sin(\theta/2)$; the electron comes to rest and retraces its path. In the family of $\chi_c$ one starts at $\mu=0$, $p_\nu=0$ with a small $\nu$, slightly below the nucleus, and obtains periodic orbits in the same way.

The sign of $\beta$ is not fixed by this argument. For the first threshold it was found from nonlinear trajectories. The new closed orbit exists above the threshold, with $\theta=4.28^\circ$ at $\varepsilon_1+0.002$ and $\theta=6.05^\circ$ at $\varepsilon_1+0.004$. The ratio of $\theta^2$ is 1.998, close to the ratio 2 of the distances. At $\varepsilon_1-0.005$ no sign change of $N$ appeared among 14 sampled angles from 0.02 to 0.8 rad.

This orbit leaves on one side of the axis, crosses over at its top and returns on the other side. In the regular coordinates it then passes through the nucleus and leaves in the direction from which it came, so it runs through the loop backward. It is closed after one traversal but repeats its motion in the rotating plane only after two. This is what the eigenvalue $-1$ at $\operatorname{Tr}M=-2$ expresses: the disturbance changes sign at each return.

It remains to find where the marginal energies lie when $\varepsilon\to0$ and $q\to\infty$. The stiffness is then large except near the nucleus, where $\sin^4 s$ vanishes. Introduce a variable $y(s)$ that turns $\sin^4 s$ into a pure fourth power:
\begin{equation}
\frac{y^3}{3}=\int_0^s\sin^2 t\,dt=\frac s2-\frac{\sin2s}{4},\qquad y^2y'=\sin^2 s .
\end{equation}
It is smooth, with $y'>0$ on $0\le s\le h$ and $y\approx s$ near zero. Put $v=y'^{-1/2}w(y)$. In $v''$ the terms with $dw/dy$ cancel, and after division by $y'^{3/2}$,
\begin{equation}
\frac{d^2w}{dy^2}+\left[qy^4+\delta\right]w=0,\qquad
\delta=\frac{1}{y'^2}+y'^{-3/2}\left(y'^{-1/2}\right)'' .
\end{equation}
The function $\delta$ is bounded and does not contain $q$. With $x=q^{1/6}y$ (not the coordinate $x$ used earlier) this becomes
\begin{equation}
\frac{d^2w}{dx^2}+\left[x^4+q^{-1/3}\delta\right]w=0 .
\end{equation}
Without $\delta$, try $w=\sqrt x\,J_n(\zeta)$ with $\zeta=x^3/3$. Differentiating twice,
\begin{equation}
\frac{d^2w}{dx^2}=-\tfrac14x^{-3/2}J_n+3x^{3/2}J_n'+x^{9/2}J_n'' .
\end{equation}
Bessel's equation, $J_n''=-J_n'/\zeta-(1-n^2/\zeta^2)J_n$, cancels the terms in $J_n'$ and leaves $-x^4w+(9n^2-\tfrac14)x^{-2}w$. Hence $n=\pm1/6$. For small $x$, $\sqrt x\,J_{-1/6}$ tends to a constant and is the even solution, while $\sqrt x\,J_{1/6}$ is proportional to $x$ and is the odd one. Both fall off as $1/x$. The correction due to $\delta$ therefore involves an integral of the type $q^{-1/3}\int dx/(1+x)^2$, which converges, so its relative size is of order $q^{-1/3}$, that is, of order $|\varepsilon|$.

At the top $\zeta$ is large, and $J_{\pm1/6}(\zeta)\approx\sqrt{2/\pi\zeta}\,\cos(\zeta\mp\pi/12-\pi/4)$. The factors $y'^{-1/2}$, $\sqrt x$ and $\zeta^{-1/2}$ combine to a constant times $1/(y\sqrt{y'})=1/\sin s$. With constants $A_c$ and $A_o$,
\begin{equation}
c(s)\approx\frac{A_c}{\sin s}\cos\!\left(S-\frac\pi6\right),\quad
o(s)\approx\frac{A_o}{\sin s}\cos\!\left(S-\frac\pi3\right),\quad S=\sqrt q\,\frac{y^3}{3} .
\end{equation}
At $s=h$ the derivative of $1/\sin s$ vanishes, $S'=\sqrt q$ and $S=\pi\sqrt q/4$. Let $a=S-\pi/6$ and $b=S-\pi/3$ there. The Wronskian fixes the product of the constants,
\begin{equation}
1=co'-oc'=\sqrt q\,A_cA_o\sin(a-b)=\tfrac12\sqrt q\,A_cA_o ,
\end{equation}
and the other combination is
\begin{equation}
co'+oc'=-\sqrt q\,A_cA_o\sin(a+b)=-2\sin\!\left(2S-\frac\pi2\right)=2\cos2S .
\end{equation}
Because $\operatorname{Tr}M=-2(co'+oc')$ and $\sqrt q=1/(\sqrt2\,|\varepsilon|^{3/2})$,
\begin{equation}
\operatorname{Tr}M=-4\cos\!\left(\frac{\pi}{2\sqrt2\,|\varepsilon|^{3/2}}\right)+O(|\varepsilon|) .
\end{equation}

The amplitude is $2/\sin(a-b)$. A phase difference of $\pi/2$ between the solutions would give 2 and no instability. The passage near the nucleus, where the stiffness changes too fast for the oscillation to follow, reduces the difference to $\pi/6$, and the amplitude becomes 4. The windows of instability therefore persist up to $\varepsilon=0$. At their centres $|\lambda|+1/|\lambda|\to4$, so the largest stretching factor per return tends to $2+\sqrt3=3.73$. Over one oscillation near $\varepsilon=-0.08$ the largest sampled $|\operatorname{Tr}M|$ was 3.50, and near $-0.02$ it was 3.86. The largest error of the formula fell from 1.01 to 0.27, roughly in proportion to $|\varepsilon|$.

The argument of the cosine equals $T/2$. In scaled time the cyclotron period is $2\pi$, so the centre of window $k$ is asymptotically where one return lasts $k$ cyclotron periods. The edges $|\operatorname{Tr}M|=2$ lie where the argument is $(k\mp\frac13)\pi$, or
\begin{equation}
\varepsilon\approx-\tfrac12\left(k\mp\tfrac13\right)^{-2/3},\qquad k=2,3,\dots
\end{equation}
The upper sign belongs to $\cos b=0$ or $\sin b=0$, hence to the odd solution and the loss of stability; the lower sign belongs to the even solution and its return. The number $k$ is the one introduced with the Prüfer angles. The first positive zero of $J_{1/6}$ lies near $\zeta=5\pi/6$, so $\chi_o=\pi$ corresponds to $b=\pi/2$, and $\chi_o=k\pi/2$ to $b=(k-1)\pi/2$. The first positive zero of $J_{-1/6}$ lies near $\zeta=2\pi/3$, so $\chi_c=\pi$ corresponds to $a=\pi/2$, and $\chi_c=(k+1)\pi/2$ to $a=k\pi/2$. The integrated edges compare with this law as follows.
\begin{center}
\begin{tabular}{rcccc}
$k$ & lost & law & regained & law\\
2 & $-0.3913$ & $-0.3557$ & $-0.3279$ & $-0.2842$\\
3 & $-0.2710$ & $-0.2600$ & $-0.2401$ & $-0.2241$\\
6 & $-0.1591$ & $-0.1573$ & $-0.1492$ & $-0.1461$\\
20 & $-0.06873$ & $-0.06863$ & $-0.06731$ & $-0.06712$
\end{tabular}
\end{center}
At the first threshold the law is 9\% too small in magnitude, so the value $-0.391$ needs the integration. At $k=60$ the error at the loss of stability is 0.02\% of the edge energy.

For the field of 6 T, $\gamma=2.5526\times10^{-5}$ and $\gamma^{2/3}=8.669\times10^{-4}$. The first threshold is at
\begin{equation}
E=-0.3913\times8.669\times10^{-4}=-3.392\times10^{-4}\ \text{hartree}=-74.45\ \mathrm{cm^{-1}} .
\end{equation}
The zero-field level of this energy would have principal quantum number 38.4. The top is at $1/|E|=2948$ Bohr radii, or 156 nm, and the return time is $9.0755/\gamma=3.555\times10^5$ atomic units, or 8.60 ps. At fixed field the other edges scale with $\varepsilon$: stability returns at $-74.45\times0.3279/0.3913=-62.4\ \mathrm{cm^{-1}}$ and is lost again at $-74.45\times0.2710/0.3913=-51.6\ \mathrm{cm^{-1}}$. These energies belong to the classical, spinless model with an infinitely heavy nucleus. With the reduced mass $m_r$ of hydrogen, and the centre of mass at rest, they scale as $m_r^{-1/3}$, which moves the first threshold to $-74.47\ \mathrm{cm^{-1}}$. The electron spin shifts the energy by $\pm\gamma/2=\pm2.8\ \mathrm{cm^{-1}}$. The zero-field levels near $n=38$ are $3.9\ \mathrm{cm^{-1}}$ apart, about a third of the width of a window. In scaled units $\hbar$ becomes $\gamma^{1/3}=0.029$, so a minimum-uncertainty packet shaped like the invariant ellipse at $\varepsilon=-0.40$ spreads about $10^\circ$ in launch angle, more than the angles of $4^\circ$ to $6^\circ$ found for the new orbit. In the real atom at this field the thresholds are therefore not sharp energies. The remaining values are in the numerical output below.

These results concern one orbit and small disturbances with $L_z=0$. Instability of this orbit does not by itself make the whole phase space chaotic, and its linear stability says nothing about trajectories far from it. At $\varepsilon=0$ the return time becomes infinite, and for $\varepsilon>0$ the electron on the axis escapes, so the return map no longer exists.

\section*{Calculated quantities}
\begin{verbatim}
All scaled quantities are dimensionless.
eps = -0.5: q = 4.00000
  M11 = M22 = 0.10900, M12 = 1.23619, M21 = -0.79933
  det M = 1.00000000, Tr M = 0.21800
  Tr M from Cartesian trajectories = 0.21807
  cos(rotation angle) = 0.10900, angle in [0, pi] = 1.46158 rad
eps = -0.35: q = 11.66181
  M11 = M22 = -1.20633, M12 = -0.89801, M21 = -0.50693
  det M = 1.00000000, Tr M = -2.41265
  Tr M from Cartesian trajectories = -2.41269
  stretching factor = 1.88103, log = 0.63182
weak field, eps = -4.0: angle = 0.003428 rad, formula = 0.003430 rad
first threshold: q = 8.345219, eps = -0.391301
  there at s = pi/2: c = -0.48970, c' = -0.97184, o' = -2.04206
  there Tr M = -2.000000
unstable windows: k, eps lost, law, eps regained, law
   2  -0.391301  -0.355689  -0.327851  -0.284218
   3  -0.270988  -0.260010  -0.240073  -0.224070
   4  -0.215383  -0.210276  -0.196220  -0.188114
   5  -0.181931  -0.179046  -0.168612  -0.163796
   6  -0.159135  -0.157308  -0.149220  -0.146066
  20  -0.068725  -0.068625  -0.067311  -0.067117
  60  -0.032753  -0.032745  -0.032519  -0.032504
near eps = -0.08: largest sampled |Tr M| = 3.4997, largest error of law = 1.0115
near eps = -0.02: largest sampled |Tr M| = 3.8589, largest error of law = 0.2721
limiting largest stretching factor = 3.73205
new orbit at threshold + 0.002: theta = 4.278 deg
new orbit at threshold + 0.004: theta = 6.047 deg
ratio of theta^2 for doubled distance = 1.9981
field = 6.0 T, gamma = 2.55263e-05 atomic units
  threshold energy = -3.39237e-04 hartree = -74.454 cm^-1
  effective principal quantum number = 38.39
  orbit length from nucleus to top = 155.99 nm
  scaled return time = 9.0755, return time = 8.600 ps
\end{verbatim}
